# Silicon etching by fluorine atoms: Flamm's law and its first corrections: a numerical check

```python
"""
Result under test: Flamm's law for silicon etched by fluorine atoms,
    R = A * n * sqrt(T) * exp(-Ta / T),
gives about 77 nm/min at T = 300 K and n = 1e15 cm^-3.
Symbols: R etch rate, n density of F atoms at the surface, T common
temperature of gas and silicon, A and Ta empirical constants of the law,
E = kB*Ta activation energy, N density of Si atoms, m mass of an F atom,
x number of F atoms consumed per Si atom removed (4 for SiF4),
eps = eps0*exp(-E/kT) fraction of arriving F atoms that is consumed.
Working units: angstrom, second, eV, kelvin; eps0 is found in atomic units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

# Empirical inputs of Flamm's law and the conditions of the estimate
A_LAW = 2.86e-12          # angstrom/min * cm^3 / sqrt(K)
TA = 1248.0               # K
T0 = 300.0                # K
N_F_CM = 1.0e15           # cm^-3
F_PER_SI = 4
F_MASS_U = 18.998         # atomic mass units

KB = const.k / const.e    # eV/K
E_ACT = KB * TA           # eV
n_f = N_F_CM * 1e-24      # angstrom^-3
a_si = const.physical_constants["lattice parameter of silicon"][0] * 1e10
n_si = 8 / a_si**3        # diamond cell holds 8 atoms
m_kg = F_MASS_U * const.atomic_mass
m_f = m_kg / const.e * 1e-20   # eV s^2 / angstrom^2


def flamm_rate(temp, e_act=E_ACT):
    """Etch rate in angstrom/min from the empirical law."""
    return A_LAW * N_F_CM * np.sqrt(temp) * np.exp(-e_act / (KB * temp))


def flux_normal(temp, e_min=0.0):
    """Arrival flux of atoms with normal energy above e_min, by quadrature."""
    speed_unit = np.sqrt(KB * temp / m_f)
    low = np.sqrt(2 * e_min / (KB * temp))
    integral = quad(lambda u: u * np.exp(-u*u/2) / np.sqrt(2*np.pi),
                    low, low + 12, epsabs=1e-14, epsrel=1e-11)[0]
    return n_f * speed_unit * integral


def flux_total(temp, e_min=0.0):
    """Arrival flux of atoms with total energy above e_min, by quadrature."""
    speed_unit = np.sqrt(KB * temp / m_f)
    low = np.sqrt(2 * e_min / (KB * temp))
    # the integral of cos(theta) over the incoming half sphere is pi
    integral = quad(lambda w: np.pi * w**3 * np.exp(-w*w/2)
                    / (2*np.pi)**1.5,
                    low, low + 12, epsabs=1e-14, epsrel=1e-11)[0]
    return n_f * speed_unit * integral


# Reaction prefactor eps0, derived in atomic units
bohr = const.physical_constants["Bohr radius"][0] * 1e10
hartree = const.physical_constants["Hartree energy in eV"][0]
time_au = const.physical_constants["atomic unit of time"][0]
b_angstrom = A_LAW * 1e24 / 60            # angstrom^4 / (s sqrt(K))
b_au = b_angstrom / bohr**4 * time_au / np.sqrt(KB / hartree)
m_au = m_kg / const.m_e
eps0 = 4 * F_PER_SI * n_si * bohr**3 * b_au * np.sqrt(np.pi * m_au / 8)

kt = KB * T0
ratio_e = E_ACT / kt
eps = eps0 * np.exp(-ratio_e)
rate = flamm_rate(T0)
mean_speed = np.sqrt(8 * kt / (np.pi * m_f))
flux = n_f * mean_speed / 4

# Flux formula against both velocity integrals
assert abs(flux_normal(T0) / flux - 1) < 1e-8
assert abs(flux_total(T0) / flux - 1) < 1e-8

# Reacting fractions for the two kinds of energy threshold
frac_normal = flux_normal(T0, E_ACT) / flux_normal(T0)
frac_total = flux_total(T0, E_ACT) / flux_total(T0)
assert abs(frac_normal / np.exp(-ratio_e) - 1) < 1e-7
assert abs(frac_total / ((1 + ratio_e) * np.exp(-ratio_e)) - 1) < 1e-7

# Normal-energy model reproduces the law over a range of temperatures
for temp in (220.0, 300.0, 400.0, 500.0):
    model = 60 * eps0 * flux_normal(temp, E_ACT) / (F_PER_SI * n_si)
    assert abs(model / flamm_rate(temp) - 1) < 1e-6

# Total-energy model, matched at 300 K, must miss the law at 400 K
growth_law = flamm_rate(400.0) / rate
growth_total = flux_total(400.0, E_ACT) / flux_total(T0, E_ACT)
assert abs(growth_total / growth_law - 1) > 0.1

# Count F atoms consumed while one cubic cell (8 Si atoms) is removed
cell_time = a_si / (rate / 60)
consumed = eps * flux_normal(T0) * a_si**2 * cell_time
assert abs(consumed - 8 * F_PER_SI) < 1e-4

# Logarithmic temperature sensitivity by finite difference
step = 1e-4
slope_fd = (np.log(flamm_rate(T0 * np.exp(step)))
            - np.log(flamm_rate(T0 * np.exp(-step)))) / (2 * step)
slope = 0.5 + ratio_e
assert abs(slope_fd - slope) < 1e-5

# Gas at 600 K, silicon at 300 K, same F density
hot_surface = flux_normal(600.0) / flux_normal(T0)
hot_gas = flux_normal(600.0, E_ACT) / flux_normal(T0, E_ACT)
assert abs(hot_surface - np.sqrt(2)) < 1e-7
assert abs(hot_gas / (np.sqrt(2) * np.exp(ratio_e / 2)) - 1) < 1e-6

# Headline estimate
assert abs(rate / 10 - 77) < 0.5

print(f"Law constant A: {A_LAW:.2e} angstrom/min cm^3 K^-1/2")
print(f"Law constant Ta: {TA:.0f} K")
print(f"Temperature: {T0:.0f} K")
print(f"F density: {N_F_CM:.1e} cm^-3 = {n_f:.1e} angstrom^-3")
print(f"Thermal energy kT: {kt:.5f} eV")
print(f"Activation energy E: {E_ACT:.4f} eV")
print(f"E/kT: {ratio_e:.3f}")
print(f"A*n: {A_LAW * N_F_CM:.0f} angstrom/min K^-1/2")
print(f"sqrt(T): {np.sqrt(T0):.3f} K^1/2")
print(f"exp(-E/kT): {np.exp(-ratio_e):.5f}")
print(f"Etch rate: {rate:.1f} angstrom/min = {rate/10:.1f} nm/min")
print(f"Etch rate per second: {rate/60:.2f} angstrom/s")
print(f"Rate with E rounded to 0.108 eV: "
      f"{flamm_rate(T0, 0.108):.1f} angstrom/min")
print(f"F atom mass: {F_MASS_U:.3f} u = {m_au:.0f} electron masses")
print(f"Silicon lattice parameter: {a_si:.4f} angstrom")
print(f"Silicon atom density: {n_si:.5f} angstrom^-3")
print(f"Mean F speed: {mean_speed:.3e} angstrom/s")
print(f"F arrival flux: {flux:.1f} angstrom^-2 s^-1")
print(f"Prefactor B: {b_au:.4e} atomic units")
print(f"Reaction prefactor eps0, x=4: {eps0:.4f}")
print(f"Reaction probability at 300 K, x=4: {eps:.5f}")
print(f"Reaction probability at 300 K, x=2: {eps/2:.5f}")
print(f"Arrivals per consumed F atom, x=4: {1/eps:.0f}")
print(f"F atoms consumed per cubic cell: {consumed:.3f}")
print(f"Layer thickness a/4: {a_si/4:.3f} angstrom")
print(f"Time to remove one layer: {cell_time/4:.4f} s")
print(f"Reacting fraction, normal-energy threshold: {frac_normal:.5f}")
print(f"Reacting fraction, total-energy threshold: {frac_total:.5f}")
print(f"Rate ratio 400 K / 300 K, Flamm law: {growth_law:.3f}")
print(f"Rate ratio 400 K / 300 K, total-energy model: {growth_total:.3f}")
print(f"d ln R / d ln T, formula: {slope:.3f}")
print(f"d ln R / d ln T, finite difference: {slope_fd:.3f}")
print(f"Rate ratio 310 K / 300 K: {flamm_rate(310.0)/rate:.3f}")
print(f"600 K gas, surface-activated, rate ratio: {hot_surface:.3f}")
print(f"600 K gas, gas-activated, rate ratio: {hot_gas:.2f}")
print("all tests passed")
```

It prints:

```
Law constant A: 2.86e-12 angstrom/min cm^3 K^-1/2
Law constant Ta: 1248 K
Temperature: 300 K
F density: 1.0e+15 cm^-3 = 1.0e-09 angstrom^-3
Thermal energy kT: 0.02585 eV
Activation energy E: 0.1075 eV
E/kT: 4.160
A*n: 2860 angstrom/min K^-1/2
sqrt(T): 17.321 K^1/2
exp(-E/kT): 0.01561
Etch rate: 773.1 angstrom/min = 77.3 nm/min
Etch rate per second: 12.89 angstrom/s
Rate with E rounded to 0.108 eV: 759.6 angstrom/min
F atom mass: 18.998 u = 34631 electron masses
Silicon lattice parameter: 5.4310 angstrom
Silicon atom density: 0.04994 angstrom^-3
Mean F speed: 5.782e+12 angstrom/s
F arrival flux: 1445.6 angstrom^-2 s^-1
Prefactor B: 8.2626e-03 atomic units
Reaction prefactor eps0, x=4: 0.1141
Reaction probability at 300 K, x=4: 0.00178
Reaction probability at 300 K, x=2: 0.00089
Arrivals per consumed F atom, x=4: 562
F atoms consumed per cubic cell: 32.000
Layer thickness a/4: 1.358 angstrom
Time to remove one layer: 0.1054 s
Reacting fraction, normal-energy threshold: 0.01561
Reacting fraction, total-energy threshold: 0.08053
Rate ratio 400 K / 300 K, Flamm law: 3.267
Rate ratio 400 K / 300 K, total-energy model: 2.608
d ln R / d ln T, formula: 4.660
d ln R / d ln T, finite difference: 4.660
Rate ratio 310 K / 300 K: 1.163
600 K gas, surface-activated, rate ratio: 1.414
600 K gas, gas-activated, rate ratio: 11.32
all tests passed
```
